**Broken-bond surface energies of an fcc crystal**

The program tests $\gamma(hkl)=2\varepsilon(2h+k)/(a^2\sqrt{h^2+k^2+l^2})$ for flat, unrelaxed surfaces. Here $\gamma$ is the energy per area of one surface, $\varepsilon$ the energy of a nearest-neighbour bond, $a$ the cubic lattice constant, and $h\ge k\ge l\ge0$ are the ordered absolute indices. It builds 12-layer slabs for ten planes, finds neighbours by distance, and asserts that slab energy minus bulk energy agrees with the formula. It also asserts the cell areas, the broken bonds per cell and the equivalence of the two slab surfaces. Bonds crossing a disk in a plane of general orientation are counted one by one, giving 8.688 per $a^2$ against 8.679 from the formula, within the asserted tolerance of 1%. For 20000 random orientations, the direct bond sum agrees with the formula and stays between the values for (111) and (210). With $a=4.00$ Å and $\varepsilon=0.50$ eV, the output gives 1.734, 2.003 and 2.124 J/m² for (111), (100) and (110), in the ratio 1 : 1.155 : 1.225.

## Numerical check

```python
"""
Surface energy of an fcc crystal with nearest-neighbour bonds only.

Result under test, for a flat unrelaxed (hkl) surface with the absolute
indices ordered h >= k >= l >= 0:
    gamma = 2 * eps * (2h + k) / (a^2 * sqrt(h^2 + k^2 + l^2))
so that gamma(111) : gamma(100) : gamma(110) = 1 : 2/sqrt(3) : sqrt(3/2).

a     cubic lattice constant
eps   energy of one nearest-neighbour bond (positive)
gamma energy per area of one surface
Lattice vectors are integer triples in units of a/2 with an even sum.
"""
import itertools
import numpy as np
from scipy.constants import e as elementary_charge, angstrom

a_angstrom = 4.00
eps_ev = 0.50
n_layers = 12

lattice = np.array([r for r in itertools.product(range(-4, 5), repeat=3)
                    if sum(r) % 2 == 0 and any(r)])
lattice = lattice[np.argsort((lattice**2).sum(axis=1), kind="stable")]
nearest_sq = int((lattice[0]**2).sum())
bonds = lattice[(lattice**2).sum(axis=1) == nearest_sq]
assert len(bonds) == 12


def ordered_bond_density(direction):
    """Closed formula: cut bonds per area a^2, for any nonzero direction."""
    l, k, h = np.sort(np.abs(np.asarray(direction, dtype=float)))
    return 4 * (2 * h + k) / np.sqrt(h*h + k*k + l*l)


def build_slab(hkl):
    """Missing neighbours in each layer and cell area in a^2, by search."""
    heights = lattice @ np.array(hkl)
    in_plane = lattice[heights == 0]
    u = in_plane[0]
    v = next(r for r in in_plane if np.any(np.cross(u, r)))
    area = np.linalg.norm(np.cross(u, v)) / 4
    layer_step = heights[heights > 0].min()
    w = lattice[heights == layer_step][0]
    p, q = np.meshgrid(np.arange(-15, 16), np.arange(-15, 16))
    shifts = p.reshape(-1, 1) * u + q.reshape(-1, 1) * v
    neighbours = {}
    for m in range(-n_layers + 1, n_layers):
        distance_sq = ((shifts + m * w)**2).sum(axis=1)
        neighbours[m] = int((distance_sq == nearest_sq).sum())
    assert sum(neighbours.values()) == 12   # bulk coordination recovered
    missing = [12 - sum(neighbours[j - i] for j in range(n_layers))
               for i in range(n_layers)]
    return missing, area


def slab_gamma(missing, area):
    """(slab energy - bulk energy) / (two surfaces), in eV per square A."""
    slab_energy = -0.5 * eps_ev * sum(12 - m for m in missing)
    bulk_energy = -6 * eps_ev * n_layers
    return (slab_energy - bulk_energy) / (2 * area * a_angstrom**2)


# Slab energies against the closed formula, with odd orders and signs too
faces = [(1, 1, 1), (1, 0, 0), (1, 1, 0), (3, 1, 1),
         (2, 1, 0), (3, 3, 1), (3, 2, 1)]
results = {}
for hkl in faces + [(0, -1, 2), (-1, 3, -2), (1, -1, 3)]:
    missing, area = build_slab(hkl)
    gamma = slab_gamma(missing, area)
    formula = 0.5 * eps_ev * ordered_bond_density(hkl) / a_angstrom**2
    assert abs(gamma - formula) < 1e-12
    assert missing == missing[::-1]         # the two surfaces are equivalent
    per_cell = sum(missing) // 2
    l, k, h = sorted(abs(i) for i in hkl)
    parity = 1 if all(i % 2 for i in hkl) else 2
    assert per_cell == parity * (2 * h + k)
    assert abs(area - parity * np.sqrt(h*h + k*k + l*l) / 4) < 1e-12
    top_side = [m for m in missing[:n_layers // 2] if m > 0]
    assert sum(top_side) == per_cell
    results[hkl] = (top_side, per_cell, area, gamma)

g111, g100, g110 = (results[f][3] for f in faces[:3])
assert abs(g100 / g111 - 2 / np.sqrt(3)) < 1e-12
assert abs(g110 / g111 - np.sqrt(1.5)) < 1e-12
assert [results[f][0] for f in faces[:3]] == [[3], [4], [5, 1]]

# Count bonds one by one through a disk in a plane of general orientation
normal = np.array([1.0, 0.6180339, 0.2718282])
normal /= np.linalg.norm(normal)
radius = 50.0
axis = np.arange(-53, 54)
grid = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)
grid = grid[grid.sum(axis=1) % 2 == 0]
level = grid @ normal
below = (level <= 0) & (level > -1.5)
atoms, level = grid[below], level[below]
disk_area = np.pi * radius**2
disk_count = 0
for d in bonds:
    rise = d @ normal
    if rise <= 0:
        continue
    crossing = level + rise > 0
    fraction = -level[crossing] / rise
    points = atoms[crossing] + fraction[:, None] * d
    count = int(((points**2).sum(axis=1) < radius**2).sum())
    # density of atoms is 1/2 in units of a/2; the disk edge gives the error
    assert abs(count / disk_area - 0.5 * rise) < 0.01
    disk_count += count
disk_density = 4 * disk_count / disk_area
general_density = ordered_bond_density(normal)
assert abs(disk_density / general_density - 1) < 0.01

# Random orientations: direct bond sum, ordered formula and extremes
rng = np.random.default_rng(7)
directions = rng.normal(size=(20000, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
bond_sum = 2 * np.maximum(directions @ bonds.T, 0).sum(axis=1)
formula_values = np.array([ordered_bond_density(n) for n in directions])
assert np.allclose(bond_sum, formula_values, atol=1e-12)
density = {f: results[f][1] / results[f][2] for f in faces}
assert density[(1, 1, 1)] - 1e-12 <= bond_sum.min() < 1.03 * density[(1, 1, 1)]
assert 0.999 * density[(2, 1, 0)] < bond_sum.max() <= density[(2, 1, 0)] + 1e-12

to_si = elementary_charge / angstrom**2
print(f"lattice constant a = {a_angstrom:.2f} angstrom")
print(f"bond energy eps = {eps_ev:.2f} eV")
print(f"bulk energy per atom = {-6 * eps_ev:.2f} eV")
print(f"nearest-neighbour distance = "
      f"{a_angstrom * np.sqrt(nearest_sq) / 2:.3f} angstrom")
print(f"layers in each test slab = {n_layers}")
for f in faces:
    top_side, per_cell, area, gamma = results[f]
    name = "(" + "".join(map(str, f)) + ")"
    print(f"{name} missing bonds by layer from top: {top_side}, sum {per_cell}")
    print(f"{name} cell area = {area:.4f} a^2 = "
          f"{area * a_angstrom**2:.3f} angstrom^2")
    print(f"{name} cut bonds per a^2 = {density[f]:.4f}")
    print(f"{name} gamma = {gamma * to_si:.3f} J/m^2, "
          f"ratio to (111) = {gamma / g111:.4f}")
for f in faces[:3]:
    name = "(" + "".join(map(str, f)) + ")"
    print(f"{name} gamma = {1000 * results[f][3]:.1f} meV/angstrom^2; "
          f"per cell {0.5 * eps_ev * results[f][1]:.2f} eV")
top_only = results[(1, 1, 0)][0][0] / results[(1, 1, 0)][2]
print(f"(110)/(111) if second layer is forgotten = "
      f"{top_only / density[(1, 1, 1)]:.4f} (wrong count)")
print("general plane, unit normal =", np.round(normal, 4))
print(f"disk radius = {radius / 2:.0f} a, bonds counted = {disk_count}")
print(f"cut bonds per a^2: counted {disk_density:.3f}, "
      f"formula {general_density:.3f}")
print(f"random orientations tried = {len(directions)}")
print(f"lowest and highest cut bonds per a^2 found = "
      f"{bond_sum.min():.3f}, {bond_sum.max():.3f}")
print("every check passed")
```

Running it gives:

```
lattice constant a = 4.00 angstrom
bond energy eps = 0.50 eV
bulk energy per atom = -3.00 eV
nearest-neighbour distance = 2.828 angstrom
layers in each test slab = 12
(111) missing bonds by layer from top: [3], sum 3
(111) cell area = 0.4330 a^2 = 6.928 angstrom^2
(111) cut bonds per a^2 = 6.9282
(111) gamma = 1.734 J/m^2, ratio to (111) = 1.0000
(100) missing bonds by layer from top: [4], sum 4
(100) cell area = 0.5000 a^2 = 8.000 angstrom^2
(100) cut bonds per a^2 = 8.0000
(100) gamma = 2.003 J/m^2, ratio to (111) = 1.1547
(110) missing bonds by layer from top: [5, 1], sum 6
(110) cell area = 0.7071 a^2 = 11.314 angstrom^2
(110) cut bonds per a^2 = 8.4853
(110) gamma = 2.124 J/m^2, ratio to (111) = 1.2247
(311) missing bonds by layer from top: [5, 2], sum 7
(311) cell area = 0.8292 a^2 = 13.266 angstrom^2
(311) cut bonds per a^2 = 8.4423
(311) gamma = 2.113 J/m^2, ratio to (111) = 1.2185
(210) missing bonds by layer from top: [6, 3, 1], sum 10
(210) cell area = 1.1180 a^2 = 17.889 angstrom^2
(210) cut bonds per a^2 = 8.9443
(210) gamma = 2.239 J/m^2, ratio to (111) = 1.2910
(331) missing bonds by layer from top: [5, 3, 1], sum 9
(331) cell area = 1.0897 a^2 = 17.436 angstrom^2
(331) cut bonds per a^2 = 8.2590
(331) gamma = 2.068 J/m^2, ratio to (111) = 1.1921
(321) missing bonds by layer from top: [6, 4, 3, 2, 1], sum 16
(321) cell area = 1.8708 a^2 = 29.933 angstrom^2
(321) cut bonds per a^2 = 8.5524
(321) gamma = 2.141 J/m^2, ratio to (111) = 1.2344
(111) gamma = 108.3 meV/angstrom^2; per cell 0.75 eV
(100) gamma = 125.0 meV/angstrom^2; per cell 1.00 eV
(110) gamma = 132.6 meV/angstrom^2; per cell 1.50 eV
(110)/(111) if second layer is forgotten = 1.0206 (wrong count)
general plane, unit normal = [0.8288 0.5122 0.2253]
disk radius = 25 a, bonds counted = 17058
cut bonds per a^2: counted 8.688, formula 8.679
random orientations tried = 20000
lowest and highest cut bonds per a^2 found = 6.934, 8.944
every check passed
```
